# Polarization of an antiferroelectric Ising chain held at its threshold field

## Problem

A ring of $N$ dipoles, $N$ even, has one dipole $p s_i$ on each site, with $s_i=+1$ (up, along the field) or $s_i=-1$ (down). Its energy is

$$H=J\sum_{i=1}^{N}s_is_{i+1}-pE\sum_{i=1}^{N}s_i,\qquad J>0,\quad s_{N+1}=s_1 .$$

Each bond is counted once, and the positive $J$ favours antiparallel neighbours. The polarization relative to saturation is the thermal average $m=\langle s_i\rangle$.

The alternating arrangement has energy $-J$ per site, because its field energy cancels. The saturated arrangement has energy $J-pE$ per site. The two are equal at

$$pE=2J ,$$

which is the threshold field in this convention for $J$.

The field is held at this value while the temperature is lowered. To what fraction of saturation does the polarization of a long chain tend? How low must the temperature be, and how precisely must the field be set, for that limit to be seen?

## A first estimate by scaling

The polarization is dimensionless, so it can depend only on the ratios $pE/J$ and $kT/J$. The first is fixed at 2 and the second goes to zero. If a limit exists, it is a pure number, the same for every $J$ and $p$.

To estimate it, start from the saturated chain and turn one dipole down. Its two bonds change from $+2J$ to $-2J$, a gain of $4J$. Its field energy changes from $-pE$ to $+pE$, a cost of $2pE=4J$. The total change is zero: a dipole whose neighbours are both up is free to point either way. If one neighbour is already down, the bond energies of the dipole sum to zero in both orientations, and turning it down costs the full $4J$. Adjacent down dipoles therefore disappear when $kT\ll 4J$.

Let $x$ be the fraction of down dipoles, so that $m=1-2x$. At low temperature a down dipole has both neighbours up, and a dipole with both neighbours up spends half its time down. Hence

$$x=\tfrac12\,P(\text{both neighbours up}). \tag{1}$$

The estimate consists in treating the two neighbours as independent, each up with probability $1-x$:

$$x\approx\tfrac12(1-x)^2\quad\Rightarrow\quad x^2-4x+1=0\quad\Rightarrow\quad x=2-\sqrt3\approx0.268 .$$

The other root exceeds 1. The estimated polarization is

$$m_{\rm est}=1-2(2-\sqrt3)=2\sqrt3-3\approx0.464 .$$

Two scales follow from the same picture. Violations of the rule against adjacent down dipoles carry the Boltzmann factor $e^{-4J/kT}$, so the temperature must be well below $4J/k$. A field error $\delta E$ gives a free dipole a preference of energy $2p\,\delta E$, so the field must be set to better than about $kT/p$.

## Exact solution

**Energy at threshold.** Each site belongs to two bonds, so its field energy can be shared equally between them:

$$2J\sum_i s_i=J\sum_i(s_i+s_{i+1}).$$

The energy of a bond with end values $s,s'$ is then

$$J(ss'-s-s')=J\left[(1-s)(1-s')-1\right].$$

The product $(1-s)(1-s')$ is 4 if both dipoles are down and 0 otherwise. With $N_{dd}$ the number of adjacent down-down pairs,

$$H=-NJ+4JN_{dd}. \tag{2}$$

The ground states are thus all arrangements with $N_{dd}=0$. The alternating and the saturated chain are two extremes of a large set, and at low temperature the polarization is an average over that set.

**Transfer matrix.** By (2), every bond contributes a factor $e^{J/kT}$ to the Boltzmann weight, and every down-down bond a further factor

$$u=e^{-4J/kT}.$$

The common factor cancels from averages. In the order up, down, the remaining bond weights form the matrix

$$T=\begin{pmatrix}1&1\\1&u\end{pmatrix}.$$

Summing a product of bond weights over all $s_i$ on a ring gives a trace. With $\sigma=\mathrm{diag}(1,-1)$ inserted at the site whose dipole is averaged,

$$m_N=\frac{\mathrm{Tr}(\sigma T^N)}{\mathrm{Tr}\,T^N}.$$

The eigenvalues satisfy $(1-\lambda)(u-\lambda)-1=0$, that is, $\lambda^2-(1+u)\lambda+u-1=0$. The discriminant is

$$(1+u)^2-4(u-1)=1-2u+u^2+4=(1-u)^2+4\equiv R^2,$$

so that $\lambda_\pm=\tfrac12(1+u\pm R)$.

To find the powers of $T$, let $X$ be the matrix with zeros on the diagonal and ones off it. Then

$$T=\frac{1+u}{2}\,I+\frac R2\,n,\qquad n=\frac{(1-u)\sigma+2X}{R}.$$

Since $\sigma^2=X^2=I$ and $\sigma X+X\sigma=0$, one has $n^2=[(1-u)^2+4]I/R^2=I$. The matrices $\Pi_\pm=\tfrac12(I\pm n)$ are therefore projectors onto the two eigenvectors, and

$$T^N=\lambda_+^N\Pi_++\lambda_-^N\Pi_- .$$

Both projectors have trace 1. From $\mathrm{Tr}\,\sigma=0$, $\mathrm{Tr}\,\sigma^2=2$ and $\mathrm{Tr}\,\sigma X=0$ it follows that $\mathrm{Tr}(\sigma\Pi_\pm)=\pm(1-u)/R$. Hence

$$m_N=\frac{1-u}{R}\;\frac{\lambda_+^N-\lambda_-^N}{\lambda_+^N+\lambda_-^N}. \tag{3}$$

At any finite temperature above zero, $0<u<1$. The product $\lambda_+\lambda_-=u-1$ is negative and the sum $1+u$ is positive, so $\lambda_-<0$ and $|\lambda_-|<\lambda_+$. The last factor in (3) tends to 1 for a long ring, which leaves

$$m=\frac{1-u}{\sqrt{(1-u)^2+4}}. \tag{4}$$

**Low temperature.** As $T\to0$, $u\to0$ and

$$\boxed{\,m\to\frac1{\sqrt5}\approx0.4472\,}$$

For the approach to this limit, put $a=1-u$ and differentiate $m=a(a^2+4)^{-1/2}$:

$$\frac{dm}{da}=\frac1{(a^2+4)^{1/2}}-\frac{a^2}{(a^2+4)^{3/2}}=\frac4{(a^2+4)^{3/2}}.$$

At $a=1$ this is $4/5^{3/2}=0.3578$, so to first order in $u$

$$m\approx\frac1{\sqrt5}-\frac{4u}{5^{3/2}}=\frac1{\sqrt5}\left(1-\frac{4u}5\right). \tag{5}$$

The derivative is positive for every $a$, and $a$ grows on cooling. The polarization therefore rises steadily towards its limit from below.

**High temperature.** For $kT\gg4J$, $1-u\approx4J/kT$, and (4) gives $m\approx2J/kT=pE/kT$. This is the response of independent two-state dipoles, as it should be when the coupling is small compared with $kT$.

**Cooling a finite ring first.** At $u=0$ the eigenvalues are $\varphi=(1+\sqrt5)/2$ and $-1/\varphi$. The trace of $T^N$ then counts the ground states, and for even $N$ their number is $\varphi^N+\varphi^{-N}$. The entropy per site of a long ring is $k\ln\varphi=0.4812\,k$, which remains at zero temperature in this model. Equation (3) becomes

$$m_N=\frac1{\sqrt5}\,\frac{\varphi^N-\varphi^{-N}}{\varphi^N+\varphi^{-N}} .$$

For $N=4$ the states can be listed: one with no down dipole ($m=1$), four with one ($m=\tfrac12$) and two with two ($m=0$). Their average is $(1+2+0)/7=3/7=0.4286$, as the formula gives. A full enumeration for $N=16$ finds 2207 ground states with average 0.4472134. Letting $N\to\infty$ after $T\to0$ therefore gives the same limit as the opposite order.

**Field slightly off threshold.** The order of limits does matter for the field. Let $pE=2J+y\,kT$. Each bond weight gains a factor $e^{y(s+s')/2}$, and the matrix becomes

$$\begin{pmatrix}e^y&1\\1&ue^{-y}\end{pmatrix}.$$

The algebra above used only the difference of the diagonal elements and the unit off-diagonal ones. With $1-u$ replaced by $e^y-ue^{-y}$, it gives for a long chain at low temperature and fixed $y$

$$m=\frac{e^y}{\sqrt{e^{2y}+4}} . \tag{6}$$

This is a smooth step from 0 to 1 that passes through $1/\sqrt5$ at $y=0$. Its width in field is of order $kT/p$. If instead a small offset $\delta=pE-2J$ is held fixed while $T\to0$, then $y=\delta/kT$ goes to $\pm\infty$, and $m$ tends to 1 above threshold and to 0 below it. (Below threshold this needs $\delta>-4J$, so that $ue^{-y}=e^{-(4J+\delta)/kT}$ also vanishes.) At $kT=0.01J$ the computed values are 0.000023 for $pE=1.9J$ and 1.000000 for $pE=2.1J$.

## Comparison of the two

The estimate 0.464 lies 3.8% above the exact 0.4472, relative to the exact value. Its temperature scale $4J/k$ and field scale $kT/p$ are those of equations (5) and (6).

The error can be traced to one step. Relation (1) is exact for the average over ground states, because those states pair off by turning a dipole whose neighbours are both up. With the exact $x=\tfrac12(1-1/\sqrt5)=0.2764$, it requires both neighbours to be up with probability $2x=0.553$. Independent neighbours would give $(1-x)^2=0.524$. The neighbours are correlated through the dipole between them: if it is down, both must be up.

The estimate can be repaired by including this correlation. Once the middle dipole is fixed, the two arms of a long chain are independent, since the weight is a product over bonds. If the middle dipole is down (probability $x$), both neighbours are up. If it is up (probability $1-x$), each neighbour is up with the conditional probability $P(\text{up, up})/(1-x)$. Every down dipole has an up dipole on either side, so the pairs up-down and down-up each have probability $x$, and $P(\text{up, up})=1-2x$. Relation (1) becomes

$$2x=x+(1-x)\left(\frac{1-2x}{1-x}\right)^2\quad\Rightarrow\quad x(1-x)=(1-2x)^2\quad\Rightarrow\quad5x^2-5x+1=0 .$$

Since $x\le\tfrac12$, the root is $x=(5-\sqrt5)/10$, and $m=1-2x=1/\sqrt5$. This second route uses no matrix and agrees with the first.

## Numbers in the regime of a lead zirconate film

Take as rough inputs a saturation polarization of 35 μC/cm², a cell edge of 0.41 nm and a threshold field of 0.40 MV/cm. These inputs carry at most two significant figures; further digits below only allow the arithmetic to be followed. One dipole per cell gives

$$p=(0.35\ \mathrm{C/m^2})(0.41\times10^{-9}\ \mathrm m)^3=0.1506\ e\,\mathrm{nm}.$$

Since 0.40 MV/cm is 0.040 V/nm, $pE=6.02$ meV, $J=pE/2=3.01$ meV and $4J/k=139.8$ K. The limiting polarization is $35/\sqrt5=15.65$ μC/cm². At threshold the chain has

| $T$ (K) | $m$ | $P$ (μC/cm²) |
|---|---|---|
| 20 | 0.4469 | 15.64 |
| 50 | 0.4250 | 14.87 |
| 100 | 0.3523 | 12.33 |
| 300 | 0.1831 | 6.41 |

By (5), $m$ is 1% below its limit when $4u/5=0.01$, or $u=1/80$. This gives $T=139.8\ \mathrm K/\ln80=31.9$ K. At room temperature the chain has 41% of its limiting polarization.

At 20 K, $kT=1.723$ meV and $kT/p=0.1145$ MV/cm, more than a quarter of the threshold field. Lowering or raising the field by this amount changes $m$ to 0.180 or 0.805. For small errors, the slope of (6) at $y=0$ is $dm/dy=4/5^{3/2}=0.358$. A field error of 1% of the threshold means $y=0.01\,pE/kT=0.035$ at 20 K, which changes $m$ by 0.0125, or 2.8% of its value. For a given accuracy in $m$, the allowed field error shrinks in proportion to the temperature.

## What lifts the degeneracy

The limit $1/\sqrt5$ rests on all ground states having equal energy, so a weak further coupling can change it.

**Second neighbours.** Add $J_2\sum_i s_is_{i+2}$ with $0<J_2<J$. Let $n$ be the number of down dipoles and $q$ the number of down pairs two sites apart. Writing $s=1-2b$, with $b=1$ for a down dipole, gives $\sum_i s_is_{i+2}=N-4n+4q$. Apart from a constant, the energy at $pE=2J$ is

$$4JN_{dd}-4J_2(n-q).$$

Suppose first that $N_{dd}=0$. Then $n-q$ counts the down dipoles whose next down dipole is at least three sites further on, so $n-q\le N/3$. Equality requires a down dipole on every third site. Adjacent down pairs do not help: turning up one member of each pair lowers $n-q$ by at most $N_{dd}$ in all, which costs at most $4J_2N_{dd}$ and saves $4JN_{dd}$. The zero-temperature limit is therefore $m=1-\tfrac23=\tfrac13$, for $N$ a multiple of 3 or very large.

If the coupling falls off as the inverse cube of distance, as between dipoles, $J_2=J/8$. With more distant neighbours left out, the computed polarization is then 0.33334 at $kT=0.015J$. In the example $J_2=0.376$ meV, and at 20 K, where $4J_2=0.87\,kT$, the computed value is $m=0.432$, about 3% below $1/\sqrt5$. Including the whole inverse-cube tail at the same field lowers it further, to about 0.40. With such a coupling $1/\sqrt5$ describes an intermediate range, $4J_2\ll kT\ll4J$, which for $J_2=J/8$ is too narrow for both inequalities to hold well.

**Neighbouring chains.** Two parallel dipoles one cell apart, screened by a rough relative permittivity of 100, have the interaction scale $p^2/(4\pi\varepsilon_0\varepsilon_r a^3)=4.74$ meV, with $a$ the cell edge. This is the value for dipoles side by side, which favours antiparallel orientation; dipoles head to tail couple twice as strongly with the opposite sign. Both are larger than $J$. Its effect can be sized with two chains, $s_i$ and $t_i$, coupled by $J'\sum_i s_it_i$.

- If $J'<0$, the two dipoles of a rung lock together at low temperature. The pair acts as one dipole with coupling $2J$ and field energy $2pE$, so the threshold and the limit $1/\sqrt5$ are unchanged. At 20 K with $|J'|=4.74$ meV, $m=0.448$.
- If $J'>0$, the lowest energy has one up and one down dipole on every rung. Adjacent down dipoles being excluded, both chains must alternate, and $m\to0$. At 20 K, $m=0.008$ for $J'=4.74$ meV, and 0.413 for the much weaker $J'=0.1J$.

**The real material.** Lead zirconate is a three-dimensional antiferroelectric, ordered at room temperature, and its field-driven switching shows hysteresis. Its lead displacements order in an up-up-down-down pattern, not in the simple alternation of this chain, and it orders near 500 K, whereas $J/k$ taken from the threshold field is about 35 K; the film's threshold is therefore not $2J/p$ of a nearest-neighbour coupling. The inputs above are of typical size for films, but the assumption of isolated chains fails: the lateral scale exceeds $J$, and in the two-chain model it can move $m$ from 0.45 to nearly zero. Two chains do not settle what a crystal does, since each cell has several lateral neighbours. The 15.65 μC/cm² is thus a property of the chain and not a prediction for the film.

Other omissions are smaller or of a different kind:

- With the same permittivity, the linear dielectric response adds 3.51 μC/cm² at threshold, 22% of the limiting value.
- The threshold is 0.40 of a rough breakdown field of 1 MV/cm.
- For a lead ion in a double well with an assumed barrier of 20 meV and minima at ±0.025 nm, the tunnel splitting is $2.6\times10^{-5}$ meV on the grid used and $2.55\times10^{-5}$ meV when converged, negligible beside $kT$ at 20 K.
- In the same double well the dipoles are not rigid: they shift slightly in the field of their neighbours, which also lifts the degeneracy. With classical continuous displacements and $pE=6.02$ meV, the mean displacement relative to 0.025 nm is 0.437 at 20 K and 0.395 at 10 K. The vibration quantum in one well, 7.2 meV, exceeds $kT$ at both temperatures, so these classical values overstate the drop. Zero-point motion shortens the mean displacement in each well, which weakens the coupling term (quadratic in the displacement) more than the field term (linear in it) and so favours up. With quantized motion the mean displacement is about 0.45 at both temperatures and falls only slowly on further cooling (about 0.44 at 5 K). At 300 K, $kT=25.9$ meV exceeds the barrier, so the two-state description is no longer justified for such a well.
- Thermal hopping over that barrier takes a time of order $e^{V/kT}/\nu$, with $V$ the barrier and $\nu=1.7$ THz the vibration frequency in one well. At 20 K this is roughly 60 ns. Because $h\nu=7.2$ meV exceeds $kT$ there, this classical formula is only a guide: quantized levels and tunnelling shorten the time to roughly 20 ns. Equilibrium is reached quickly in either case. A higher barrier can freeze the dipoles before they sample the ground states. Cooling stops the thermal hopping. In an isolated symmetric well tunnelling would continue, with a period of about 160 ns for the splitting above. In the chain, however, the shifts of the neighbours detune the two wells by roughly 0.04 to 0.2 meV, and a second-neighbour coupling by up to $4J_2=1.5$ meV, far more than the splitting. Resonant tunnelling is then suppressed, and further cooling can also freeze the dipoles; the remaining rate, set by phonon-assisted tunnelling, is not computed here.

The numerical output below lists most of these values together with the enumerated rings.

## Calculated quantities

```
limit 1/sqrt(5) = 0.447214; ln(phi) = 0.481212
rings at threshold: N, ground states, mean s, ln(count)/N
   4      7  0.4285714  0.486478
   8     47  0.4468085  0.481268
  12    322  0.4472050  0.481213
  16   2207  0.4472134  0.481212
coefficient of u in 1/sqrt(5) - m, kT = 0.6 J: 0.3579
  its limit 4/5^(3/2) = 0.3578
m at kT = 0.01 J, pE = 1.9 J: 0.000023
m at kT = 0.01 J, pE = 2.1 J: 1.000000
EXAMPLE, rough inputs
saturation polarization = 35 uC/cm2
cell edge = 0.41 nm; threshold = 0.40 MV/cm
dipole p = 0.1506 e nm
pE = 6.022 meV; J = 3.011 meV; 4J/k = 139.8 K
limiting polarization = 15.65 uC/cm2
T (K), u, m, P (uC/cm2)
   10  8.505e-07  0.44721  15.65
   20  9.222e-04  0.44688  15.64
   50  6.109e-02  0.42496  14.87
  100  2.472e-01  0.35229  12.33
  300  6.276e-01  0.18307  6.41
m is 1% below its limit at T = 31.9 K
kT at 20 K = 1.723 meV; kT/p = 0.1145 MV/cm
m at threshold -/+ kT/p: 0.1797, 0.8054
NEGLECTED EFFECTS (m values at 20 K unless stated)
second neighbour J/8 = 0.376 meV: m = 0.4319
  same ratio, kT = 0.015 J: m = 0.33334
lateral dipolar scale = 4.74 meV (eps_r = 100)
  ladder, in-phase: m = 0.4480
  ladder, antiphase: m = 0.0081
  ladder, antiphase with 0.1 J: m = 0.4126
  ladder, kT = 0.1 J, in-phase J: m = 0.44721
  ladder, kT = 0.1 J, antiphase J: m = 0.00000
linear dielectric polarization = 3.51 uC/cm2
threshold/breakdown = 0.40 (breakdown 1.0 MV/cm)
double well: barrier 20 meV, shift 0.025 nm, mass 207.2 u
tunnel splitting = 2.6e-05 meV
thermal hop time at 20 K = 63 ns
```
